# Stationary current of five exclusion particles on a ten-site ring

## Problem

Ten sites, numbered clockwise from 1 to 10, form a ring, so that site 11 means site 1. Five identical particles occupy them, at most one per site. Each particle attempts to hop one site clockwise at rate 1. The attempt succeeds if the target site is empty; otherwise nothing moves. Hops occur one at a time in continuous time, and time is measured in units of the inverse hop rate.

Let $n_i=1$ if site $i$ is occupied and $n_i=0$ if it is empty. The current $J_i$ is the mean number of particles crossing the bond $(i,i+1)$ per unit time. Show that in the stationary state $J_i=5/18$ for every bond.

This process also describes a simple growing surface, which is the subject of the second variation.

## Hints

1. Express the current through the probability that a bond reads "particle, then hole".
2. For a given configuration, count the hops that leave it and the hops that lead into it. Going once around the ring, how are the changes from 1 to 0 and from 0 to 1 related?
3. To see that no other stationary state exists, follow the sum of the squared probabilities in time.
4. Once the probabilities are known, the current is a ratio of two binomial coefficients.

## Solution

### The current as a probability

In a short time $dt$, a particle crosses bond $(i,i+1)$ with probability $dt$ if $n_i=1$ and $n_{i+1}=0$, and cannot cross it otherwise. Hence

$$J_i=\langle n_i(1-n_{i+1})\rangle .$$

The average involves two neighbouring sites, so the density alone does not determine it. The probabilities of whole configurations are needed.

### A stationary distribution

There are $\binom{10}{5}=252$ configurations $C$. Their probabilities obey the master equation

$$\frac{dP(C)}{dt}=\sum_{C'\to C}P(C')-m(C)\,P(C),$$

where the sum runs over all configurations $C'$ that become $C$ by one hop, and $m(C)$ is the number of hops possible from $C$. Every hop has rate 1, so no other factors appear.

A hop out of $C$ is possible across each bond that reads 10 clockwise. Thus $m(C)$ is the number of 10 bonds, which is also the number of clusters of adjacent particles, since each cluster has one front particle.

A hop into $C$ has just crossed a bond that now reads 01: the particle left the first site and arrived at the second. Conversely, moving the particle of any 01 bond back by one site gives one valid predecessor. The number of predecessors is therefore the number of 01 bonds.

Around a closed ring, the changes 1 to 0 and 0 to 1 alternate, so there are equally many of each. Every configuration has $m(C)$ predecessors. Inserting the uniform distribution $P(C)=1/252$ gives

$$\frac{dP(C)}{dt}=\frac{m(C)}{252}-\frac{m(C)}{252}=0 .$$

The uniform distribution is stationary. This is not detailed balance: no hop has a reverse hop, and probability circulates steadily among the configurations.

### No other stationary distribution

Let $S=\sum_C P(C)^2$. The master equation gives

$$\frac{dS}{dt}=2\sum_{C'\to C}P(C)P(C')-2\sum_C m(C)P(C)^2,$$

where the first sum now runs over all possible hops. Each configuration is the end point of $m(C)$ hops and the starting point of $m(C)$ hops, so

$$\sum_{C'\to C}P(C)^2=\sum_{C'\to C}P(C')^2=\sum_C m(C)P(C)^2 .$$

Replacing the last term of $dS/dt$ by these two sums completes a square:

$$\frac{dS}{dt}=-\sum_{C'\to C}\left[P(C)-P(C')\right]^2\le 0 .$$

In a stationary state $dS/dt=0$, so $P$ takes equal values at the two ends of every hop. All configurations are linked by hops to one reference configuration, the block on sites 6 to 10. To reach it, move the particle with the highest site number to site 10, the next one to site 9, and so on. The path of each is free, because the particles ahead have already moved away. Hence $P$ has the same value everywhere, and the uniform distribution is the only stationary one.

The same identity shows that it is approached from any start. Let $\delta(C)=P(C)-1/252$, which sums to zero. Since the equation is linear and the uniform part is stationary, $\delta$ obeys the same identity:

$$\frac{d}{dt}\sum_C\delta(C)^2=-\sum_{C'\to C}[\delta(C)-\delta(C')]^2\le-\kappa\sum_C\delta(C)^2 .$$

Here $\kappa$ is the minimum of the sum of squared differences over all $\delta$ with zero sum and $\sum_C\delta(C)^2=1$. It is positive, because the differences all vanish only for constant $\delta$, and a constant with zero sum is zero. The deviation therefore decays at least exponentially.

### Counting

Fix $n_i=1$ and $n_{i+1}=0$. Four particles remain to be placed on eight sites, in $\binom84=70$ ways. All configurations are equally likely, so

$$J_i=\frac{70}{252}=\frac{5}{18}\approx0.278 .$$

The count does not depend on $i$, so the result holds for every bond.

A second count gives the same number from the mobile particles. To construct a configuration with $m$ clusters, choose the first site of a marked cluster in 10 ways. Then divide five particles into $m$ non-empty clusters, in $\binom{4}{m-1}$ ways, and five holes into $m$ non-empty gaps, again in $\binom{4}{m-1}$ ways. Any of the $m$ clusters could have been the marked one, so each configuration has been counted $m$ times. The number of configurations is

$$\frac{10}{m}\binom{4}{m-1}^2=10,\;80,\;120,\;40,\;2\qquad(m=1,\dots,5).$$

The mean number of particles free to hop is

$$\frac{1\cdot10+2\cdot80+3\cdot120+4\cdot40+5\cdot2}{252}=\frac{700}{252}=\frac{25}{9}.$$

This is the total hop rate. Shared equally among ten bonds, it is again $5/18$.

### Why the answer is not 1/4

If neighbouring sites were independent, the current would be $\frac12\cdot\frac12=\frac14$. They are not independent, because the particle number is fixed. Given a particle on site $i$, the other nine sites hold five holes, and each of these sites is equally likely to be empty. The site ahead is empty with probability $5/9$, so

$$J_i=\frac12\cdot\frac59=\frac5{18}=\frac14+\frac1{36}.$$

The current exceeds the independent-site value by one ninth of that value. A particle does not block itself, and on a small ring this matters.

### Approach to the stationary current

Start with the particles packed on sites 1 to 5. Numerical solution of the 252 master equations, by the matrix exponential, gives these currents at the front bond $(5,6)$ and the rear bond $(10,1)$:

| Time | Front | Rear |
|---:|---:|---:|
| 0 | 1.000 | 0.000 |
| 1 | 0.465 | 0.00004 |
| 5 | 0.323 | 0.155 |
| 10 | 0.297 | 0.256 |
| 20 | 0.280 | 0.276 |

The rear current starts very slowly for a simple reason. Before a particle can cross that bond, the leading particle must make five hops to reach site 10, and each of the other four must hop at least once to free site 1. At least nine hops are needed. At time 20 both currents lie within 1% of $5/18$.

### Where equal rates are needed

Suppose hops across bond $(1,2)$ have rate $1/2$, while all other rates remain 1. Take a configuration with $m$ clusters in which this bond reads 10. Its total exit rate is $m-\frac12$. The slow bond does not read 01, so all $m$ entries have rate 1. For uniform probabilities,

$$\frac{dP(C)}{dt}=\frac{m-(m-\frac12)}{252}=\frac1{504}\ne0,$$

and the uniform distribution is no longer stationary.

Particle conservation still gives $d\langle n_i\rangle/dt=J_{i-1}-J_i$, so the stationary current remains the same through all bonds. Its value changes. Numerical solution of the stationary linear equations gives $J=0.241$, which is 13% below $5/18$, and the most likely configuration is about 41 times as probable as the least likely. Equality of the currents follows from conservation; the value $5/18$ requires more.

## Variation 1: any ring and any filling

*Find the current for $N$ particles on $L\ge3$ sites, with $1\le N\le L-1$ and all rates equal to 1.*

The alternation of 10 and 01 bonds holds for any such ring, and every configuration can still be moved to a block on the last $N$ sites. The uniform distribution is again the unique stationary one. Fixing a particle and a hole on one bond leaves $N-1$ particles for $L-2$ sites:

$$J=\frac{\binom{L-2}{N-1}}{\binom LN}
=\frac{(L-2)!}{(N-1)!\,(L-N-1)!}\cdot\frac{N!\,(L-N)!}{L!}
=\frac{N(L-N)}{L(L-1)} .$$

With the density $\rho=N/L$ and $L/(L-1)=1+1/(L-1)$, this becomes

$$J=\rho(1-\rho)+\frac{\rho(1-\rho)}{L-1}.$$

For $N=1$ the result is $J=1/L$, as it must be for a lone particle that circles at unit mean speed. Exchanging particles and holes, $N\to L-N$, leaves $J$ unchanged. At half filling the current is 0.333, 0.300, 0.286 and 0.278 for 4, 6, 8 and 10 sites, and it tends to $1/4$ as $L\to\infty$.

## Variation 2: the growing surface

*Place a column of height $h_i$ on each bond $(i,i+1)$ of the ten-site ring, with*

$$h_i-h_{i-1}=1-2n_i .$$

*What does a hop do to the surface, and how fast does the surface grow?*

The height differences sum to $10-2\cdot5=0$, so the surface closes on itself without a tilt. They fix the heights only up to a common constant, so we add the rule that a hop across bond $(i,i+1)$ changes $h_i$ alone. If $n_i=1$ and $n_{i+1}=0$, then $h_{i-1}=h_i+1$ and $h_{i+1}=h_i+1$: column $i$ is a local minimum. After the hop, $n_i=0$ requires $h_i=h_{i-1}+1$. The column has risen by 2 and become a local maximum, while its neighbours have kept their heights. Each hop is thus one deposition event, and the mean growth velocity is

$$v=2J=\frac59\approx0.556$$

height units per unit time. For an untilted surface with $L\to\infty$ it would be $2\cdot\frac14=\frac12$, so the ten-column surface grows 11% faster than the infinite one.

The same growth process results if deposition attempts arrive at every column at rate 1 and only local minima accept them. This description also counts attempts at columns with $n_i=0$, where there is no particle to hop; these always fail. A fraction $5/18$ of all these attempts succeeds. If instead every arriving unit stuck and none left, each attempt would add 2 to some column, and the velocity would be 2 whatever the surface shape, larger by a factor $18/5=3.6$. Epitaxial growth with nearly complete sticking is closer to this second case. Adatoms there can also diffuse before they are incorporated, and the surface is two-dimensional. The value $5/9$ therefore belongs to the model's growth rule and is not an estimate of a film's growth rate.

All numerical values are calculated from the stated model.
